\section*{Placzek's polarizability theory and the Stokes to anti-Stokes ratio}

\section{The physical situation}

A laser of frequency $\omega_L$ shines on a molecule that does not absorb it. Most of the scattered light keeps the frequency $\omega_L$. Weak lines appear at $\omega_L-\Omega$ (Stokes), where the molecule gains a vibrational quantum $\Omega$, and at $\omega_L+\Omega$ (anti-Stokes), where it gives one up. Because the second process needs a molecule that is already excited, the ratio of the two lines measures temperature.

The scattering amplitude contains a sum over all vibrational levels of all excited electronic states. Placzek's theory replaces that sum by one function of the nuclear positions, the electronic polarizability of the ground state. We need to know when this is allowed, and whether the ratio it predicts is equally reliable.

\section{Amplitude and cross-section}

Atomic units are used in the algebra, with Gaussian fields, so that $\hbar=e=4\pi\varepsilon_0=1$; $c$ is the speed of light. The molecule has a fixed orientation and is small compared with the wavelength. The coupling is $-\boldsymbol\mu\cdot\mathbf E$, with
\[
\mathbf E=\sum_{\text{modes}} i\sqrt{\frac{2\pi\omega}{V}}\,
\left(\boldsymbol\epsilon\,a-\boldsymbol\epsilon^{*}a^\dagger\right)
\]
at the molecule, in a box of volume $V$. Initially the molecule is in level $i$ and the laser mode holds $N$ photons. Finally the molecule is in $f$, one laser photon is gone, and one photon of frequency $\omega_s$ has appeared. Energy conservation gives
\begin{equation}
E_i+\omega_L=E_f+\omega_s .
\label{eq:energy}
\end{equation}

Second-order perturbation theory divides the product of two couplings by (initial energy $-$ intermediate energy). There are two orderings:
\begin{align*}
\text{absorption first:}\quad & E_i+\omega_L-E_n=-(E_n-E_i-\omega_L),\\
\text{emission first:}\quad & E_i-E_n-\omega_s=-(E_n-E_f+\omega_L),
\end{align*}
where the second line uses \eqref{eq:energy}. The field factors multiply to $(-i)(+i)=1$ times $2\pi\sqrt{\omega_L\omega_sN}/V$. Hence
\begin{equation}
M=-\frac{2\pi\sqrt{\omega_L\omega_sN}}{V}\sum_{\rho\sigma}
\epsilon^*_{s\rho}\,\alpha^{fi}_{\rho\sigma}\,\epsilon_{L\sigma},
\end{equation}
\begin{equation}
\alpha^{fi}_{\rho\sigma}(\omega)=\sum_n\left[
\frac{\langle f|\mu_\rho|n\rangle\langle n|\mu_\sigma|i\rangle}{E_n-E_i-\omega}
+\frac{\langle f|\mu_\sigma|n\rangle\langle n|\mu_\rho|i\rangle}{E_n-E_f+\omega}\right],
\label{eq:khd}
\end{equation}
with $\omega=\omega_L$. Damping is left out, which requires all denominators to be much larger than the level widths.

The number of final modes per unit frequency and solid angle is $V\omega_s^2/(2\pi c)^3$. The golden rule gives the rate per solid angle
\[
2\pi|M|^2\frac{V\omega_s^2}{8\pi^3c^3}
=\frac{N\,\omega_L\omega_s^3}{Vc^3}\,|\alpha^{fi}|^2,
\qquad
\alpha^{fi}\equiv\sum_{\rho\sigma}\epsilon^*_{s\rho}\alpha^{fi}_{\rho\sigma}\epsilon_{L\sigma}.
\]
Division by the photon flux $Nc/V$ gives the cross-section for photon number. A further factor $\omega_s/\omega_L$ converts it to power:
\begin{equation}
\left.\frac{d\sigma}{d\Omega_s}\right|_{\rm photons}=\frac{\omega_L\omega_s^3}{c^4}|\alpha^{fi}|^2,
\qquad
\left.\frac{d\sigma}{d\Omega_s}\right|_{\rm power}=\frac{\omega_s^4}{c^4}|\alpha^{fi}|^2 .
\label{eq:sigma}
\end{equation}

\section{Reduction to the polarizability}

Assume Born--Oppenheimer surfaces without coupling between them, a non-degenerate electronic ground state $g$, and real electronic functions. Then $|i\rangle=|g\rangle\chi_i$ and $|f\rangle=|g\rangle\chi_f$. Take first the intermediate states on an excited surface $e\neq g$, and write $\mu_\rho(Q)=\langle g|\mu_\rho|e\rangle$ for the real transition dipole. The vibrational states of surface $e$ are complete, so their sum is a resolvent of $H_e=T+V_e(Q)$, where $T$ is the nuclear kinetic energy:
\[
\alpha^{fi}_{\rho\sigma}=\sum_e\left[
\langle\chi_f|\mu_\rho\frac{1}{H_e-E_i-\omega}\mu_\sigma|\chi_i\rangle
+\langle\chi_f|\mu_\sigma\frac{1}{H_e-E_f+\omega}\mu_\rho|\chi_i\rangle\right].
\]

Let $H_g=T+V_g$ and split the first denominator as
\[
H_e-E_i-\omega=D_-+K_i,\qquad D_-=V_e-V_g-\omega,\qquad K_i=H_g-E_i .
\]
$D_-$ is a function of $Q$, and $K_i\chi_i=0$. From $D_-^{-1}=(D_-+K_i)^{-1}(D_-+K_i)D_-^{-1}$ it follows that
\[
(D_-+K_i)^{-1}=D_-^{-1}-(D_-+K_i)^{-1}K_iD_-^{-1}.
\]
In the last term $K_i$ acts on $(\mu_\sigma/D_-)\chi_i$. Since $K_i\chi_i=0$ and $V_g$ commutes with functions of $Q$,
\[
K_i\frac{\mu_\sigma}{D_-}\chi_i=\left[T,\frac{\mu_\sigma}{D_-}\right]\chi_i .
\]

For the second denominator put $D_+=V_e-V_g+\omega$ and $K_f=H_g-E_f$, and use the mirrored identity $(D_++K_f)^{-1}=D_+^{-1}-D_+^{-1}K_f(D_++K_f)^{-1}$. Now $K_f$ acts to the left, where $\langle\chi_f|K_f=0$:
\[
\langle\chi_f|\frac{\mu_\sigma}{D_+}K_f=-\langle\chi_f|\left[T,\frac{\mu_\sigma}{D_+}\right].
\]
Together,
\begin{align}
\alpha^{fi}_{\rho\sigma}={}&\langle\chi_f|\alpha_{\rho\sigma}(Q;\omega)|\chi_i\rangle
-\sum_e\langle\chi_f|\mu_\rho\frac{1}{D_-+K_i}\left[T,\frac{\mu_\sigma}{D_-}\right]|\chi_i\rangle\nonumber\\
&+\sum_e\langle\chi_f|\left[T,\frac{\mu_\sigma}{D_+}\right]\frac{1}{D_++K_f}\mu_\rho|\chi_i\rangle ,
\label{eq:split}
\end{align}
\begin{equation}
\alpha_{\rho\sigma}(Q;\omega)=\sum_e\mu_\rho\mu_\sigma
\left[\frac{1}{V_e-V_g-\omega}+\frac{1}{V_e-V_g+\omega}\right].
\label{eq:clamped}
\end{equation}
Equation \eqref{eq:clamped} is the polarizability with clamped nuclei. Placzek's theory keeps the first term of \eqref{eq:split}. The commutators describe nuclear motion during the virtual excitation; they are small if the detuning is large.

The split needs $D_-\neq0$ wherever the nuclear functions have appreciable weight. If $D_-$ vanishes far out in a tail, the integral is formally singular there, and Placzek's form must be read as an approximation built on the region of the well.

\section{Size of the error}

Take one harmonic mode with dimensionless coordinate $q$, so that $T=-\tfrac{\Omega}{2}\,d^2/dq^2$ and $V_g=\tfrac{\Omega}{2}q^2$. Write $a_\rho=\mu_\rho/D_-$ and $b_\rho=\mu_\rho/D_+$. In the corrections replace the resolvents by $1/D_\mp$ and expand to first order in $q$. Because $[T,q]=[H_g,q]$,
\[
\langle f|[T,q]|i\rangle=(E_f-E_i)\,q_{fi}.
\]
For $v\to v+1$ the energy difference is $\Omega$, and the leading correction is
\[
\delta_{\rho\sigma}=\Omega\,q_{fi}\sum_e\left(-a_\rho a'_\sigma+b_\rho b'_\sigma\right)_{q=0},
\]
where primes are derivatives in $q$. Products of two linear terms do not contribute, by parity. Split each product as
$a_\rho a'_\sigma=\tfrac12(a_\rho a_\sigma)'+\tfrac12(a_\rho a'_\sigma-a'_\rho a_\sigma)$.

The symmetric part is
\[
-\frac{\Omega}{2}q_{fi}\sum_e(a_\rho a_\sigma-b_\rho b_\sigma)'
=-\frac{\Omega}{2}q_{fi}\,\frac{\partial\alpha'_{\rho\sigma}}{\partial\omega},
\]
since differentiating \eqref{eq:clamped} in $\omega$ gives $\sum_e(a_\rho a_\sigma-b_\rho b_\sigma)$. This is the first-order effect of replacing $\omega$ by $\omega-\Omega/2=(\omega_L+\omega_s)/2$. For $v\to v-1$ the energy difference changes sign, and the shifted frequency is $\omega+\Omega/2$, again the mean of incident and scattered frequencies.

The antisymmetric part is
\[
-\frac{\Omega}{2}q_{fi}\sum_e(\mu_\rho\mu'_\sigma-\mu'_\rho\mu_\sigma)
\left(\frac1{D_-^2}-\frac1{D_+^2}\right),
\]
because the derivatives of $1/D_\mp$ cancel. It needs a transition dipole that turns as the nuclei move. Placzek's tensor, being symmetric, has no such part.

\section{Intermediate states in the electronic ground state}

The sum \eqref{eq:khd} also contains levels of $g$ itself, reached through the permanent dipole $m_\rho(q)$. When the levels reached lie at energies small compared with $\omega$, expand with $x=E_n-E_i$ and $y=E_n-E_f$:
\[
\frac1{x-\omega}\approx-\frac1\omega-\frac{x}{\omega^2},\qquad
\frac1{y+\omega}\approx\frac1\omega-\frac{y}{\omega^2}.
\]
The $1/\omega$ terms add up to $-\langle\chi_f|[m_\rho,m_\sigma]|\chi_i\rangle/\omega=0$, since functions of $q$ commute. The next terms are
\begin{align*}
&-\frac1{\omega^2}\langle\chi_f|m_\rho K_im_\sigma+m_\sigma K_fm_\rho|\chi_i\rangle\\
&\qquad=-\frac1{\omega^2}\langle\chi_f|m_\rho[T,m_\sigma]-[T,m_\sigma]m_\rho|\chi_i\rangle .
\end{align*}
With $[T,m_\sigma]=-\tfrac\Omega2(m''_\sigma+2m'_\sigma\,d/dq)$ and $[m_\rho,d/dq]=-m'_\rho$, this becomes
\begin{equation}
-\frac{\Omega}{\omega^2}\langle\chi_f|m'_\rho m'_\sigma|\chi_i\rangle .
\label{eq:ground}
\end{equation}
This leading term is small for visible light and grows as $1/\omega^2$ when $\omega$ is lowered, as long as $\omega$ stays well above the energies of the vibrational levels reached. Closer to those energies the expansion fails, and the full sum has resonances at which it changes sign. The requirement $\omega\gg\Omega$ enters here, through the vibrational channel.

\section{Conditions for Placzek's form}

\begin{itemize}
\item The electronic ground state is non-degenerate, and the Born--Oppenheimer surfaces are uncoupled. With a degenerate ground state there is no single $\alpha(Q)$ to average.
\item The laser lies below the whole vibronic absorption band, by much more than $\Omega$ and the level widths, and the commutator terms in \eqref{eq:split} are small.
\item $\omega_L\gg\Omega$, so that \eqref{eq:ground} can be dropped.
\end{itemize}

\section{The intensity ratio}

Let $a$ and $b$ be two vibrational levels with $E_b-E_a=\Omega$. Stokes scattering is $a\to b$ and anti-Stokes is $b\to a$. Since $\alpha(Q;\omega_L)$ is real and symmetric, for the same linear polarizations the two matrix elements are equal in magnitude:
\[
|\langle\chi_b|\alpha|\chi_a\rangle|^2=|\langle\chi_a|\alpha|\chi_b\rangle|^2 .
\]
In thermal equilibrium the populations obey $P_a/P_b=e^{\Omega/kT}$. With the power cross-section \eqref{eq:sigma} at fixed $\omega_L$ and irradiance,
\begin{equation}
\boxed{\;\frac{I_S}{I_{AS}}=\left(\frac{\omega_L-\Omega}{\omega_L+\Omega}\right)^4e^{\Omega/kT}\;}
\label{eq:ratio}
\end{equation}
A detector that counts photons sees the third power instead of the fourth, because each photon carries energy $\omega_s$. Scattering must be spontaneous, and detection efficiency and reabsorption must be equal for both lines or corrected for.

This argument needs neither a harmonic potential nor a linear $\alpha(Q)$. For a harmonic mode all steps $v\to v+1$ fall on one line. With $\alpha\approx\alpha_0+\alpha'q$ and $|q_{v+1,v}|^2=(v+1)/2$, the thermal sums are
\[
\sum_vP_v\frac{v+1}{2}|\alpha'|^2=\frac{n+1}{2}|\alpha'|^2,\qquad
\sum_vP_v\frac v2|\alpha'|^2=\frac n2|\alpha'|^2,
\]
where $n=\sum_v vP_v=1/(e^{\Omega/kT}-1)$. Their ratio is $(n+1)/n=e^{\Omega/kT}$, as before.

\section{A correction of the same order as the prefactor}

The frequency prefactor differs from one at first order in $\Omega$: its logarithm is about $-8\Omega/\omega_L$. Placzek's matrix elements also have errors of first order in $\Omega$, and these do not cancel in the ratio. The Stokes element belongs to the mean frequency $\omega_L-\Omega/2$, the anti-Stokes element to $\omega_L+\Omega/2$. For a diagonal component the ratio \eqref{eq:ratio} therefore acquires the factor
\begin{equation}
\left[\frac{\alpha'(\omega_L-\Omega/2)}{\alpha'(\omega_L+\Omega/2)}\right]^2
\approx\exp\left(-2\Omega\,\frac{\partial\ln|\alpha'|}{\partial\omega}\right).
\label{eq:disp}
\end{equation}
Equation \eqref{eq:ratio} thus needs the commutator terms to be small in a sense four times stricter than for a single matrix element, $2\Omega\,|\partial_\omega\ln|\alpha'||\ll1$. To keep the prefactor while dropping \eqref{eq:disp} is consistent if $\omega_L|\partial_\omega\ln|\alpha'||\ll4$.

For one excited state with vertical gap $\Delta$ and constant transition dipole, $\alpha'$ is proportional to
\[
\frac1{(\Delta-\omega)^2}+\frac1{(\Delta+\omega)^2}
=\frac{2(\Delta^2+\omega^2)}{(\Delta^2-\omega^2)^2}.
\]
For $\omega\ll\Delta$ its logarithm varies as $3\omega^2/\Delta^2$, so $\omega\,\partial_\omega\ln|\alpha'|\approx6\omega^2/\Delta^2$. The prefactor does not depend on the gap, while the logarithm of the correction, about $-12\Omega\omega/\Delta^2$, is a fraction $\tfrac32\omega^2/\Delta^2$ of the prefactor's $-8\Omega/\omega$. The correction therefore becomes negligible beside the prefactor as the gap grows.

A related symmetry holds without Placzek's approximation. Inserting \eqref{eq:energy} in the denominators of \eqref{eq:khd} gives, for real matrix elements,
\[
\alpha^{fi}_{\rho\sigma}(\omega_L)=\alpha^{if}_{\sigma\rho}(\omega_s).
\]
It connects Stokes scattering excited at $\omega_L$ with anti-Stokes scattering excited at $\omega_L-\Omega$. These are different lasers, so the symmetry does not remove \eqref{eq:disp} from a measurement with one laser.

\section{Worked example}

The model has round parameters: $\Omega=0.10$ eV, $kT=0.05$ eV, $\omega_L=2.5$ eV, transition dipole $\mu_z=1$ $e$\,\AA, and
\[
V_e-V_g=6.0+0.30\,q-0.015\,q^2\ \text{eV}.
\]
The lowest excited vibronic level lies 5.35 eV above the ground level. Polarizabilities in $e^2$\,\AA$^2$/eV are multiplied by $e^2/4\pi\varepsilon_0=14.40$ eV\,\AA\ to give \AA$^3$. At $q=0$, $D_-=3.5$ eV and $D_+=8.5$ eV, so
\begin{align*}
\alpha_{zz}&=14.40\left(\frac1{3.5}+\frac1{8.5}\right)=5.81\ \text{\AA}^3,\\
\alpha'_{zz}&=-14.40\times0.30\left(\frac1{3.5^2}+\frac1{8.5^2}\right)=-0.412\ \text{\AA}^3 .
\end{align*}

The $0\to1$ element from the full vibronic sum is compared below with Placzek's integral, evaluated by a 24-point Gauss--Hermite rule. Errors are relative to the full sum.

\begin{center}
\begin{tabular}{cccc}
laser (eV) & full sum (\AA$^3$) & error & error, mean frequency\\
1.5 & $-0.2055$ & 1.3\% & 0.02\%\\
2.5 & $-0.2912$ & 2.4\% & 0.04\%\\
3.5 & $-0.5228$ & 4.0\% & 0.12\%\\
4.5 & $-1.4170$ & 8.0\% & 0.69\%
\end{tabular}
\end{center}

At 2.5 eV, $\partial_\omega\ln|\alpha'|=0.4545$ eV$^{-1}$, so the predicted first-order error is $0.05\times0.4545=2.3\%$, close to the 2.4\% found. Reducing $\Omega$ to 0.05 and 0.025 eV by a heavier nuclear mass, with the surfaces fixed, lowers the error to 1.16\% and 0.57\%. The mean-frequency error falls from 0.041\% to 0.010\% and 0.0025\%, which is second-order behaviour. The linear estimate $\alpha'/\sqrt2=-0.2916$ \AA$^3$ lies closer to the full sum than Placzek's integral, $-0.2981$ \AA$^3$. Two errors of opposite sign, the neglected higher powers of $q$ and the unshifted frequency, nearly cancel here.

Adding $\mu_x=0.1\,q$ $e$\,\AA\ makes the dipole turn. The full sum then gives $\alpha_{xz}=0.416$ and $\alpha_{zx}=0.409$ \AA$^3$, which are unequal. A permanent dipole $0.5+0.1q+0.02q^2$ $e$\,\AA\ adds $-0.0014$ \AA$^3$ through the ground-state channel at 2.5 eV, but $-0.40$ \AA$^3$ at 0.25 eV. At the lower frequency \eqref{eq:ground} alone would give $-0.13$ \AA$^3$; in the full sum the terms from $v=0$ and $v=1$, $+1.38$ and $-1.44$ \AA$^3$, nearly cancel, and most of what remains, $-0.35$ \AA$^3$, comes from the level $v=2$, which lies 0.20 eV above the ground level and is nearly resonant.

For the ratio, \eqref{eq:ratio} gives
\[
\left(\frac{2.4}{2.6}\right)^4e^{2}=0.726\times7.389=5.36
\]
in power, and $0.7865\times7.389=5.81$ in photon counts. The full vibronic sum with thermal populations gives 4.89 in power. The slopes in \eqref{eq:disp} supply a factor 0.913, and $5.365\times0.9131=4.90$ accounts for nearly all of the difference. If the full-sum ratio were read with \eqref{eq:ratio}, the inferred thermal energy would be
\[
kT=\frac{0.10}{\ln(4.885/0.726)}=0.0525\ \text{eV},
\]
or 609 K instead of the true 580 K. An error of this size belongs to the model, whose 6 eV gap gives $\omega_L\,\partial_\omega\ln|\alpha'|=2.5\times0.4545=1.14$, not small beside 4. For H$_2$ and N$_2$ at 2.33 eV, time-dependent Hartree--Fock gives 0.08 to 0.11, depending on basis and tensor component, about ten times less. With the gap raised to 60 eV, the full ratio is 0.9992 times \eqref{eq:ratio}. The estimate above gives $1-0.2\times6\times2.5/60^2=0.9992$.

With incident and scattered light both polarized along $z$, the thermal power cross-sections are $2.18\times10^{-13}$ \AA$^2$/sr for Stokes ($2.18\times10^{-29}$ cm$^2$/sr) and $4.46\times10^{-14}$ \AA$^2$/sr for anti-Stokes. The numerical check also tests the amplitude, by diagonalizing the molecule with two quantized modes, and the cross-section, by counting modes in a box.

\section*{Computed results}
\begin{verbatim}
Omega, gap, kappa, gamma = 0.1, 6.0, 0.3, -0.03 eV
mu_z = 1.0 e*A; mu_x = 0.1 q e*A
laser = 2.5 eV; kT = 0.05 eV (T = 580.2 K)
e^2/(4 pi eps0) = 14.3996 eV A; hbar c = 1973.27 eV A
lowest excited vibronic level = 5.3490 eV above v=0
two-mode amplitude, diagonalized = 1.82029e-07 eV
two-mode amplitude, formula      = 1.82030e-07 eV
mode count / formula: Stokes 1.0002, anti-Stokes 1.0057
alpha_zz at q=0 = 5.8083 A^3
d alpha_zz/dq at q=0 = -0.41244 A^3
0->1 element, linear in q = -0.29164 A^3
0->1 element: laser eV | full sum A^3 | Placzek A^3 | error % | error % at mean frequency
  1.5 | -0.20550 | -0.20819 | 1.308 | 0.0179
  2.5 | -0.29124 | -0.29813 | 2.365 | 0.0408
  3.5 | -0.52278 | -0.54348 | 3.960 | 0.1228
  4.5 | -1.41703 | -1.53063 | 8.016 | 0.6916
mass scaling: Omega eV | error % | error % at mean frequency
  0.100 | 2.365 | 0.0408
  0.050 | 1.159 | 0.0101
  0.025 | 0.574 | 0.0025
full sum alpha_xz, alpha_zx (0->1) = 0.41623, 0.40945 A^3
antisymmetric part / formula at Omega = 0.005 eV: 0.9990
permanent dipole = 0.5 + 0.1 q + 0.02 q^2 e*A
ground-state channel at 2.5 eV = -1.361e-03 A^3
ground-state channel at 0.25 eV = -4.034e-01 A^3
Bose occupation n = 0.15652
Stokes, anti-Stokes photon energy = 2.40, 2.60 eV
frequency factor, power (4th) = 0.72602
frequency factor, photon counts (3rd) = 0.78653
Boltzmann factor = 7.38906
power ratio, Placzek formula = 5.3646
count ratio, Placzek formula = 5.8117
power ratio, full vibronic sum = 4.8850
power ratio, Placzek at mean frequencies = 4.8845
dispersion factor from slopes = 0.91311
d ln|alpha'|/d omega = 0.4545 per eV
full/formula power ratio with gap 60 eV = 0.99917
kT inferred without dispersion = 0.05246 eV (608.7 K)
thermal power cross-section, Stokes = 2.1771e-13 A^2/sr
thermal power cross-section, anti-Stokes = 4.4567e-14 A^2/sr
\end{verbatim}
